# Megasonic transmission through a silicon wafer and its half-wave transparency

## Problem

A silicon wafer of thickness $d=0.775$ mm hangs in water. A transducer sends a plane, steady sound wave of frequency 1 MHz at normal incidence onto its front face. The wafer is cut with (001) faces. Use these rough typical constants:

- water near 20 °C: density $\rho_1=1000$ kg/m³, sound speed $c_1=1480$ m/s;
- silicon: density $\rho_2=2330$ kg/m³, elastic stiffness $C_{11}=166$ GPa.

Neglect absorption, and let the water behind the wafer carry no returning wave.

(a) Derive the fraction $T$ of the incident intensity that passes through the wafer, as a function of frequency.

(b) Evaluate it at 1 MHz.

(c) Find the lowest nonzero frequency at which the wafer is transparent, and the width of the transparent band.

(d) Explain the transparency by following the echoes inside the wafer, and find how long it takes to build up.

(e) Compare the result at 1 MHz with that for a rigid sheet of the same mass.

(f) Estimate how far the neglected effects change the answers.

## Solution

### (a) The transmission law

Let $z$ run along the wave, with the wafer between $z=0$ and $z=d$. All quantities vary as $e^{-i\omega t}$, with $\omega=2\pi f$. Let $v$ be the particle velocity and $p$ the sound pressure; inside the solid, $p$ means minus the normal stress.

The wave is uniform across the wafer, so the only strain is $\partial u/\partial z$, where $u$ is the displacement along $z$. Along a cube axis of silicon this gives $p=-C_{11}\,\partial u/\partial z$. By symmetry no shear stress arises. Newton's law and the time derivative of the elastic law read

$$\rho\,\frac{\partial v}{\partial t}=-\frac{\partial p}{\partial z},\qquad \frac{\partial p}{\partial t}=-C\,\frac{\partial v}{\partial z}.$$

With $\partial/\partial t\to-i\omega$ they become

$$p'=i\omega\rho\,v,\qquad v'=\frac{i\omega}{C}\,p .$$

Here $C=C_{11}$ in silicon and $C=\rho_1c_1^2$ in water. Eliminating $v$ gives $p''=-k^2p$ with $k=\omega/c$ and $c=\sqrt{C/\rho}$. For a wave $e^{ikz}$ the first equation gives $p/v=\omega\rho/k=\rho c\equiv Z$, the impedance. For $e^{-ikz}$ the ratio is $-Z$. These equations contain no quantum constants and hold in any coherent system of units, atomic units included.

It is simplest to start at the back. Let the transmitted wave have unit pressure there, so that $p(d)=1$ and $v(d)=1/Z_1$. Both $p$ and $v$ are continuous at a face, because the forces on it balance and the water stays in contact. Inside the silicon, with $k=\omega/c_2$, write

$$p(z)=\cos k(z-d)+b\,\sin k(z-d).$$

The slope at the back face is $p'(d)=kb$, and it must equal $i\omega\rho_2/Z_1$. Since $\omega\rho_2/k=Z_2$, this gives $b=iZ_2/Z_1$. At the front face

$$p(0)=\cos kd-i\frac{Z_2}{Z_1}\sin kd .$$

The velocity follows from $v=p'/(i\omega\rho_2)$:

$$v(z)=\frac{1}{iZ_2}\left[-\sin k(z-d)+\frac{iZ_2}{Z_1}\cos k(z-d)\right].$$

At $z=0$, multiplied by $Z_1$, it is

$$Z_1v(0)=\cos kd-i\frac{Z_1}{Z_2}\sin kd .$$

In the water in front there is an incident wave of amplitude $A$ and a reflected one of amplitude $B$. At $z=0$ we have $p=A+B$ and $Z_1v=A-B$. Half the sum and half the difference give

$$A=\cos kd-iN\sin kd,\qquad B=-iM\sin kd,$$

$$N=\frac12\left(\frac{Z_2}{Z_1}+\frac{Z_1}{Z_2}\right),\qquad M=\frac12\left(\frac{Z_2}{Z_1}-\frac{Z_1}{Z_2}\right).$$

Squaring shows that $N^2=M^2+1$. Therefore

$$|A|^2=\cos^2kd+(M^2+1)\sin^2kd=1+M^2\sin^2kd .$$

The intensity of a travelling wave in water is $|p|^2/(2Z_1)$. The liquid is the same on both sides, so the intensity ratio is the ratio of squared amplitudes, $T=1/|A|^2$:

$$\boxed{T(f)=\frac{1}{1+M^2\sin^2(2\pi fd/c_2)}}$$

Moreover $|A|^2-|B|^2=1$: the incident power equals the reflected plus the transmitted power, as it must without absorption.

### (b) The value at 1 MHz

The speed in silicon is $c_2=\sqrt{166\times10^9/2330}=8441$ m/s. The impedances are $Z_1=1.48$ MPa s/m and $Z_2=19.67$ MPa s/m, with ratio 13.29. Then

$$M=\tfrac12\left(13.29-\tfrac{1}{13.29}\right)=6.607,$$

$$kd=\frac{2\pi\,(10^6)(0.775\times10^{-3})}{8441}=0.5769,\qquad \sin kd=0.5454,$$

$$T=\frac{1}{1+(6.607\times0.5454)^2}=\frac{1}{1+12.98}=0.0715 .$$

About 7.2 % of the intensity passes, a level of −11.5 dB, and 92.8 % is reflected.

For an incident intensity $I$ of 1 W/cm², the transmitted intensity is 0.0715 W/cm². The incident pressure amplitude is $\sqrt{2IZ_1}=172$ kPa, and the transmitted one is $\sqrt{T}$ times this, 46 kPa. Pressure falls less steeply than intensity because intensity goes as its square.

### (c) The half-wave frequency

Since $M\neq0$, $T=1$ requires $\sin kd=0$, hence $kd=n\pi$. The case $n=0$ is the limit of zero frequency. For $0<kd<\pi$ the sine is positive and $T<1$. The first nonzero transparent frequency therefore has $kd=\pi$:

$$\boxed{f_1=\frac{c_2}{2d}}=\frac{8441}{2\times0.775\times10^{-3}}\ \text{Hz}=5.446\ \text{MHz}.$$

As a quantum energy $hf_1$ this is $2.252\times10^{-8}$ eV. The wafer is then half a wavelength thick, measured in silicon. At 1 MHz that wavelength is 8.44 mm, so the wafer is less than a tenth of a wavelength thick. Direct numerical integration of the two wave equations, scanned upward from 0.25 MHz, puts the first zero of the reflected wave at 5.4456 MHz, in agreement with the formula.

Raising the frequency from 1 MHz does not at first help. The sine grows until $kd=\pi/2$, at $f_1/2=2.72$ MHz, where $T$ has its minimum

$$T_{\min}=\frac{1}{1+M^2}=2.24\ \% .$$

The transmission is one half where $M|\sin kd|=1$. Near $f_1$ this means $kd=\pi\pm\arcsin(1/M)$, so the full width of the band is

$$\Delta f=\frac{2f_1}{\pi}\arcsin\frac1M=0.527\ \text{MHz}.$$

At $f_1$, $T=1$ requires the liquids on the two sides to have equal impedances. At $kd=\pi$ both $p$ and $v$ merely change sign across the wafer, so their ratio at the front is that of the liquid behind. The wafer drops out, but any mismatch in impedance between two different liquids would remain and reflect.

### (d) The echoes

Consider one face, with a wave of unit pressure going from medium $a$ into medium $b$. Continuity of $p$ and $v$ gives $1+r=t$ and $(1-r)/Z_a=t/Z_b$, so

$$r=\frac{Z_b-Z_a}{Z_b+Z_a},\qquad t=\frac{2Z_b}{Z_a+Z_b}.$$

Let $r_0=(Z_2-Z_1)/(Z_2+Z_1)$. Entering and leaving the wafer multiplies the pressure by

$$\frac{2Z_2}{Z_1+Z_2}\cdot\frac{2Z_1}{Z_1+Z_2}=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}=1-r_0^2 .$$

An internal reflection gives $-r_0$, so a round trip, with two reflections, gives $r_0^2e^{2ikd}$. The total transmitted amplitude is a geometric series:

$$\tau=(1-r_0^2)\,e^{ikd}\sum_{n=0}^{\infty}\left(r_0^2e^{2ikd}\right)^n=\frac{(1-r_0^2)\,e^{ikd}}{1-r_0^2e^{2ikd}} .$$

To compare with part (a), take the reciprocal:

$$\frac1\tau=\frac{e^{-ikd}-r_0^2e^{ikd}}{1-r_0^2}=\cos kd-i\,\frac{1+r_0^2}{1-r_0^2}\sin kd .$$

The last fraction is $(Z_1^2+Z_2^2)/(2Z_1Z_2)=N$. Thus $1/\tau=A$, and the two derivations agree.

At $f_1$ each round trip adds a phase of $2\pi$. All emerging echoes are in phase, and their sum has magnitude $(1-r_0^2)/(1-r_0^2)=1$. In front of the wafer, the waves leaking back out cancel the first reflection.

This cancellation needs time. After the direct passage and $n$ round trips, the transmitted intensity fraction at $f_1$ is $\left(1-r_0^{2(n+1)}\right)^2$. Here $1-r_0^2=0.2604$, so $r_0^2=0.7396$, and the fraction first exceeds 99 % at $n=17$. That is $17\times2d/c_2=3.1$ µs after the direct wave emerges. Tone bursts much longer than this see the steady result; a pulse of one or two cycles does not.

The quantity 0.2604 is also the intensity transmission of one face. Its square is 6.8 %, near the 7.2 % of part (b). The closeness is accidental: the square does not depend on frequency or thickness, and it would still give 6.8 % at $f_1$, where $T=1$.

### (e) The rigid sheet

If $kd$ is small, $\sin kd\approx\omega d/c_2$. If also $Z_2\gg Z_1$, then $M\approx Z_2/(2Z_1)$. With $Z_2=\rho_2c_2$ the speed cancels:

$$\frac1T-1\approx\left(\frac{\omega\rho_2d}{2Z_1}\right)^2 .$$

The mass per area $\rho_2d$ remains and the stiffness has gone: the wafer moves as a rigid sheet, and its inertia blocks the sound. At 1 MHz this gives 6.4 %, which is 11 % below the full result in relative terms. Most of the gap comes from replacing the sine, 0.5454, by its argument, 0.5769; this raises $1/T-1$ by 12 %. Dropping $Z_1/Z_2$ from $M$ adds about 1 %. At 1 MHz the wafer is thus mainly a mass, with a visible elastic correction.

### (f) What the model leaves out

**Thickness and temperature.** For thicknesses from 0.755 to 0.795 mm, $T$ at 1 MHz runs from 7.5 to 6.9 %, and $f_1$ from 5.59 to 5.31 MHz. The shifts of $f_1$ are smaller than half the bandwidth, but not negligible: driven at the nominal 5.446 MHz, a wafer at either end of this range passes only 78 %. In water at 60 °C, with density 983 kg/m³ and speed 1550 m/s, $T$ at 1 MHz is 7.6 %. A rough softening of $C_{11}$ by $8\times10^{-5}$ per kelvin lowers $f_1$ by 0.16 % for 40 K of heating.

**Loss.** Let the silicon have a quality factor $Q$, so that $k\approx(\omega/c_2)(1+i/2Q)$. At $f_1$ we have $kd=\pi+ia$ with $a=\pi/(2Q)$. Then $\cos kd=-\cosh a$ and $\sin kd=-i\sinh a$. Neglecting the change of $N$, of order $1/Q$,

$$T(f_1)=\frac{1}{(\cosh a+N\sinh a)^2}.$$

For an assumed $Q=1000$ this is 97.9 %. That value is an illustration of strong loss, not a property of the crystal: rough estimates of the intrinsic phonon losses of crystalline silicon at $f_1$ give $Q$ of order $10^6$ or more, for which $T$ exceeds 99.99 %. In water, a rough amplitude absorption coefficient of $2.5\times10^{-14}f^2$ per metre, with $f$ in Hz, removes 0.5 % of the intensity over 10 cm at 1 MHz, but 14 % at $f_1$.

**Tilt.** A calculation for a plane wave on an unbounded cubic plate, with shear waves included, rough values $C_{12}=64$ GPa and $C_{44}=80$ GPa, and the plane of incidence along a cube axis, gives:

| Tilt | $T$ at 1 MHz | $T$ at $f_1$ |
|---|---|---|
| 1° | 7.1 % | 99.6 % |
| 3° | 7.1 % | 79 % |
| 5° | 7.0 % | 39.5 % |

For these small tilts the transparency at fixed frequency $f_1$ is thus far more sensitive to angle than the weak transmission at 1 MHz. Large tilts are another matter. At 1 MHz the transmission drops nearly to zero at 10.9° and has a peak of 100 % at 11.0°. That peak is only about 0.05° wide, narrower than the diffraction spread of a beam the size of the wafer, about 0.3°. Averaged over such a beam it reaches only about 28 %, and a loss of $Q=1000$ would lower the plane-wave peak to 67 %. Between 20° and 60° there is a broad peak at 30.2°, where it reaches 100 % to the digits computed. These angles depend on the azimuth: with the plane of incidence along [110] the peaks move to 10.0° and 28.9°, and $T$ at $f_1$ and 5° is 45 %. Between these two directions further features can appear: at an azimuth of 22.5° from the cube axis there is an extra peak near 16.5°, only about 0.01° wide.

**A reflector behind the wafer.** Suppose that a fraction $g$ of the pressure amplitude returns from behind. The outgoing amplitude $q$ there satisfies $q=\tau+r\gamma q$, where $|\gamma|=g$ and $|r|=\sqrt{1-T}$ is the wafer's own reflection. The net transmitted fraction is $(1-g^2)|q|^2$, so

$$\frac{T(1-g^2)}{(1+|r|g)^2}\le T_{\text{net}}\le\frac{T(1-g^2)}{(1-|r|g)^2},$$

depending on the phase of the return. For $g=0.1$ at 1 MHz the range is 5.9 to 8.7 %, roughly 20 % either way relative to $T$. This is a weak reflector; a tank wall or a free surface can return far more, and the same bounds give 2.4 to 20 % for $g=0.5$ and 0.4 to 77 % for $g=0.9$.

**Bubbles.** Take a gas bubble of radius $R$ at constant temperature, in water at atmospheric pressure $p_0$ with surface tension $\sigma$. Its gas pressure is $p_0+2\sigma/R$. A small relative growth $x$ lowers this by $3(p_0+2\sigma/R)x$ and lowers the surface-tension pressure by $2\sigma x/R$. The net restoring pressure is $(3p_0+4\sigma/R)x$. Near the bubble the water is nearly incompressible, so at distance $r$ from the centre it moves outward at speed $R^3\dot x/r^2$. For small motion Newton's law gives $-\partial p/\partial r=\rho_1R^3\ddot x/r^2$. Integrated from $r=R$ outward, this is a pressure difference $\rho_1R^2\ddot x$, the inertia of the water. Resonance requires

$$\rho_1\omega^2R^2=3p_0+\frac{4\sigma}{R}.$$

With $\sigma=0.072$ N/m this gives $R=3.2$ µm at 1 MHz. Viscosity $\mu$ adds a radial stress $2\mu\,\partial(R^3\dot x/r^2)/\partial r=-4\mu\dot x$ at $r=R$, that is, a damping pressure $4\mu\dot x$, so at resonance $x=p/(4i\omega\mu)$ for a driving pressure $p$. A bubble's volume grows by $4\pi R^3x$. With $n$ bubbles per volume, the compressibility of the mixture gives

$$k^2=\omega^2\rho_1\left[\frac{1}{\rho_1c_1^2}+\frac{i\pi nR^3}{\omega\mu}\right].$$

Its imaginary part absorbs sound. For $\mu=1.0$ mPa s and a gas volume fraction of $10^{-9}$, all in resonant bubbles, 10 cm of such water removes roughly 10 % of the intensity. This linear estimate needs $|x|\ll1$, that is, a driving pressure well below $4\omega\mu\approx25$ kPa. At the 172 kPa of part (b) it would give $|x|\approx7$ and does not apply. Thermal and radiation damping, omitted here, together exceed the viscous damping for an air bubble of this size; they weaken the resonance and lower this loss to about 4 %.

**Comparison with a real cleaning tank.** The thickness is that of a standard 300 mm wafer, and about 1 MHz and 1 W/cm² are rough typical values for megasonic cleaning. A real tank need not send the sound at normal incidence, and the model does not follow the 93 % reflected toward the transducer, which can return and change the incident amplitude. Another assumption under strain is that of linear sound in quiet, bubble-free water. The incident and reflected waves together reach a pressure amplitude of $(1+|r|)\times172=338$ kPa in front of the wafer, against an atmospheric pressure of 101 kPa. Linear theory thus predicts tension during part of each cycle, and cavitation may occur. The bubbles it makes can absorb and scatter sound by an amount that depends on their number and size, which this model does not supply. The 7 % is therefore the transmission of the wafer itself at low amplitude, not a prediction of the cleaning action behind it. The individual values are collected in the numerical output.

## Values computed for the example and the checks

```
Wafer thickness: 0.775 mm
Drive frequency: 1 MHz
Water density: 1000 kg/m3
Water sound speed: 1480 m/s
Silicon density: 2330 kg/m3
Silicon C11, C12, C44: 166, 64, 80 GPa
Silicon longitudinal speed: 8441 m/s
Water impedance: 1.48 MPa s/m
Silicon impedance: 19.67 MPa s/m
Impedance ratio Z2/Z1: 13.29
Contrast M: 6.607
Wavelength in silicon at 1 MHz: 8.441 mm
Phase kd at 1 MHz: 0.5769 rad
sin(kd) at 1 MHz: 0.5454
Transmission T at 1 MHz: 7.151 %
Transmission level at 1 MHz: -11.46 dB
Reflection at 1 MHz: 92.85 %
Rigid-mass estimate of T at 1 MHz: 6.373 %
One-face intensity transmission: 26.04 %
Square of one-face transmission: 6.779 %
Half-wave frequency, formula: 5.4456 MHz
Half-wave frequency, root search: 5.4456 MHz
Half-wave quantum energy: 2.252e-08 eV
Frequency of least transmission: 2.723 MHz
Least transmission: 2.24 %
Half-power full width: 0.5268 MHz
Round trips to reach 99 % at half-wave: 17
Build-up time to 99 %: 3.12 us
Incident intensity: 1 W/cm2
Transmitted intensity: 0.0715 W/cm2
Incident pressure amplitude: 172 kPa
Peak front-side pressure amplitude: 338 kPa
Transmitted pressure amplitude: 46 kPa
Atmospheric pressure: 101 kPa
Thickness 0.755 mm: T(1 MHz) = 7.47 %, half-wave = 5.590 MHz
Thickness 0.795 mm: T(1 MHz) = 6.86 %, half-wave = 5.309 MHz
Water at 60 C (983 kg/m3, 1550 m/s): T(1 MHz) = 7.55 %
Silicon 40 K warmer (C11 slope -8e-05 per K): half-wave shift = -0.16 %
Silicon Q = 1000: half-wave T = 97.93 %
Water absorption coefficient / f^2: 2.5e-14 s2/m
Water intensity loss over 10 cm: 0.50 % at 1 MHz, 13.8 % at half-wave
Tilt 1 deg: T = 7.14 % at 1 MHz, 99.6 % at half-wave
Tilt 3 deg: T = 7.09 % at 1 MHz, 79.1 % at half-wave
Tilt 5 deg: T = 7.00 % at 1 MHz, 39.5 % at half-wave
Best tilt from 20 to 60 deg at 1 MHz: 30.2 deg, T = 100.0 %
Back reflector, amplitude 0.1: net T(1 MHz) from 5.89 to 8.67 %
Bubble inputs: surface tension 0.072 N/m, viscosity 1.0 mPa s
Bubble radius resonant at 1 MHz: 3.16 um
Resonant bubbles, gas fraction 1e-09: intensity loss over 10 cm = 10.5 %
```
